**Configuration polytope of a square lattice gas: ground states and inconstructible vertices**

The program finds the ground states of a square lattice gas with nearest-neighbour exclusion as vertices in the space (θ, n2, n3). Here θ is the coverage, and n2 and n3 are the occupied second- and third-neighbour pairs per site; V2, V3 and μ are the pair energies and the chemical potential. Linear programs over pattern frequencies give outer polytopes for a five-site cross and a 3×3 window. The program asserts that every vertex is either matched by an enumerated periodic cell or excluded by an unfillable finite patch. The cross gives six vertices, two of them inconstructible, with no 4×4 and no 6×6 patch respectively. The 3×3 window gives six constructible vertices, and its volume is asserted to equal that of the hull of all periodic configurations with up to 18 sites per cell. The six facet inequalities are asserted on the enumerated configurations and matched to the computed facets. For V2 = 100 meV and V3 = 20 meV, the output shows coverage steps 0, 1/5, 1/4, 1/3, 1/2 at μ = 0, 100, 340 and 520 meV.

## Check in Python

```python
"""Ground states of a square lattice gas as vertices of its configuration polytope.

Result under test: with nearest-neighbour pairs forbidden, the polytope of
(theta, n2, n3) has exactly six vertices, all given by a linear program over
3x3 pattern frequencies; a five-site cross window gives two false vertices.
theta : coverage (atoms per site)
n2, n3: occupied second- and third-neighbour pairs per site
V2, V3: pair energies, mu: chemical potential (meV)
omega : V2*n2 + V3*n3 - mu*theta, grand energy per site (meV)
Outer polytopes come from linear programs; the independent side is a
brute-force enumeration of periodic configurations.
"""
from fractions import Fraction
from itertools import product
from math import gcd, lcm
import numpy as np
from scipy.optimize import linprog
from scipy.spatial import ConvexHull

NEAREST = [(1, 0), (0, 1)]
SECOND = [(1, 1), (1, -1)]
THIRD = [(2, 0), (0, 2)]
SQUARE = [(x, y) for y in (-1, 0, 1) for x in (-1, 0, 1)]
CROSS = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]


def pairs_inside(sites, vectors):
    index = {s: i for i, s in enumerate(sites)}
    return [(index[s], index[(s[0] + dx, s[1] + dy)])
            for s in sites for dx, dy in vectors
            if (s[0] + dx, s[1] + dy) in index]


def allowed_patterns(sites):
    bonds = pairs_inside(sites, NEAREST)
    return [p for p in product((0, 1), repeat=len(sites))
            if not any(p[i] and p[j] for i, j in bonds)]


class WindowModel:
    """Pattern frequencies on one window with translation-consistent marginals."""

    def __init__(self, sites):
        self.sites = sites
        self.patterns = allowed_patterns(sites)
        count = len(self.patterns)
        index = {s: i for i, s in enumerate(sites)}
        rows = []
        for tx, ty in NEAREST + SECOND + THIRD:
            here = [s for s in sites if (s[0] - tx, s[1] - ty) in index]
            a = [index[s] for s in here]
            b = [index[(s[0] - tx, s[1] - ty)] for s in here]
            if not here:
                continue
            table = {}
            for k, p in enumerate(self.patterns):
                for places, sign in ((a, 1.0), (b, -1.0)):
                    key = tuple(p[i] for i in places)
                    table.setdefault(key, np.zeros(count))[k] += sign
            rows += [r for r in table.values() if np.any(r)]
        self.balance = np.array(rows)
        second = pairs_inside(sites, SECOND)
        third = pairs_inside(sites, THIRD)
        self.corr = np.array([
            [np.mean(p),
             2 * np.mean([p[i] * p[j] for i, j in second]),
             2 * np.mean([p[i] * p[j] for i, j in third])]
            for p in self.patterns])

    def extreme(self, direction):
        """Point of the outer polytope that is farthest along direction."""
        count = len(self.patterns)
        a_eq = np.vstack([self.balance, np.ones(count)])
        b_eq = np.append(np.zeros(len(self.balance)), 1.0)
        res = linprog(-self.corr @ direction, A_eq=a_eq, b_eq=b_eq,
                      bounds=(0, None), method="highs")
        assert res.success, res.message
        return self.corr.T @ res.x

    def support(self, vertex):
        """All patterns that occur in some frequency vector projecting to vertex."""
        n = len(self.patterns)
        zero = np.zeros
        a_eq = np.vstack([
            np.hstack([self.balance, zero((len(self.balance), n + 1))]),
            np.concatenate([np.ones(n), zero(n), [-1.0]])[None, :],
            np.hstack([self.corr.T, zero((3, n)), -np.array(vertex)[:, None]])])
        a_ub = np.hstack([-np.eye(n), np.eye(n), zero((n, 1))])
        cost = np.concatenate([zero(n), -np.ones(n), [0.0]])
        bounds = [(0, None)] * n + [(0, 1)] * n + [(0, None)]
        res = linprog(cost, A_ub=a_ub, b_ub=zero(n), A_eq=a_eq,
                      b_eq=zero(len(a_eq)), bounds=bounds, method="highs")
        assert res.success, res.message
        return {p for p, t in zip(self.patterns, res.x[n:2 * n]) if t > 0.5}


def distance_to_hull(point, cloud):
    """Largest coordinate deviation of point from the nearest hull point."""
    cloud = np.asarray(cloud, float)
    m = len(cloud)
    minus = -np.ones((3, 1))
    a_ub = np.vstack([np.hstack([cloud.T, minus]), np.hstack([-cloud.T, minus])])
    b_ub = np.concatenate([point, -np.asarray(point)])
    res = linprog(np.append(np.zeros(m), 1.0), A_ub=a_ub, b_ub=b_ub,
                  A_eq=np.append(np.ones(m), 0.0)[None, :], b_eq=[1.0],
                  bounds=(0, None), method="highs")
    assert res.success, res.message
    return res.fun


def outer_vertices(model):
    rng = np.random.default_rng(1)
    points = [model.extreme(d) for d in rng.normal(size=(40, 3))]
    for _ in range(50):
        points = list(np.unique(np.round(points, 10) + 0.0, axis=0))
        beyond = []
        for eq in ConvexHull(np.array(points)).equations:
            p = model.extreme(eq[:3])
            if eq[:3] @ p + eq[3] > 1e-7:
                beyond.append(p)
        if not beyond:
            break
        points += beyond
    else:
        raise AssertionError("projection did not converge")
    k = 0
    while k < len(points):          # remove points that are not extreme
        others = points[:k] + points[k + 1:]
        if distance_to_hull(points[k], others) < 1e-6:
            points = others
        else:
            k += 1
    exact = [tuple(Fraction(float(x)).limit_denominator(200) for x in p)
             for p in points]
    assert np.max(np.abs(np.array(exact, float) - np.array(points))) < 1e-8
    return sorted(exact)


def join_patches(patches):
    """All (n+1)x(n+1) patches whose n x n parts all belong to the given set."""
    by_left = {}
    for p in patches:
        by_left.setdefault(tuple(r[:-1] for r in p), []).append(p)
    wide = [tuple(r + (s[-1],) for r, s in zip(p, q))
            for p in patches for q in by_left.get(tuple(r[1:] for r in p), [])]
    by_top = {}
    for p in wide:
        by_top.setdefault(p[:-1], []).append(p)
    return {p + (q[-1],) for p in wide for q in by_top.get(p[1:], [])}


def unfillable_size(model, support, largest=7):
    """Smallest n for which no n x n patch exists, or None up to largest."""
    place = [SQUARE.index(s) for s in model.sites]
    patches = {(p[0:3], p[3:6], p[6:9]) for p in allowed_patterns(SQUARE)
               if tuple(p[i] for i in place) in support}
    size = 3
    while patches and size < largest:
        patches = join_patches(patches)
        size += 1
    return None if patches else size


def enumerate_periodic(max_sites):
    """Correlations of every periodic configuration, with its smallest cell."""
    found, total = {}, 0
    for n in range(1, max_sites + 1):
        for a in [d for d in range(1, n + 1) if n % d == 0]:
            c = n // a
            for b in range(a):
                def site(x, y):
                    k = y // c
                    return (y - k * c) * a + (x - k * b) % a

                def shifted(dx, dy):
                    return [site(i % a + dx, i // a + dy) for i in range(n)]

                steps = [shifted(*v) for v in ((1, 0), (-1, 0), (0, 1), (0, -1))]
                masks = np.zeros(1, dtype=np.int64)
                for i in range(n):
                    near = {s[i] for s in steps}
                    if i in near:
                        continue
                    block = sum(1 << j for j in near)
                    free = masks[(masks & block) == 0]
                    masks = np.concatenate([masks, free | (1 << i)])
                total += len(masks)
                occ = (masks[:, None] >> np.arange(n)) & 1
                counts = np.stack(
                    [occ.sum(1)] +
                    [sum((occ * occ[:, shifted(*v)]).sum(1) for v in vecs)
                     for vecs in (SECOND, THIRD)], axis=1)
                for row in np.unique(counts, axis=0):
                    t, p2, p3 = (int(v) for v in row)
                    g = gcd(n, t, p2, p3)
                    key = (n // g, t // g, p2 // g, p3 // g)
                    found.setdefault(key, ((a, 0), (b, c), t))
    return found, total


def library_key(vertex):
    n = lcm(*(f.denominator for f in vertex))
    return (n,) + tuple(int(f * n) for f in vertex)


def text(vertex):
    return "(" + ", ".join(str(f) for f in vertex) + ")"


# ---- independent side: brute-force periodic configurations ----
max_sites = 18
library, total = enumerate_periodic(max_sites)
cloud = np.array([[k[1] / k[0], k[2] / k[0], k[3] / k[0]] for k in library])
inner_hull = ConvexHull(cloud)
inner_corners = cloud[inner_hull.vertices]
print(f"Periodic cells up to {max_sites} sites: {total} configurations")
print(f"Distinct correlation vectors: {len(library)}")
print(f"Volume of enumerated hull: {inner_hull.volume:.8f}")
print("Vertices are (theta, n2, n3), all per site")

# ---- outer polytopes and constructibility ----
results, models = {}, {}
for name, sites in (("cross", CROSS), ("3x3", SQUARE)):
    model = models[name] = WindowModel(sites)
    vertices = outer_vertices(model)
    volume = ConvexHull(np.array(vertices, float)).volume
    print(f"Window {name}: {len(model.patterns)} patterns, "
          f"{len(vertices)} vertices, volume {volume:.8f}")
    built, false = [], {}
    for v in vertices:
        support = model.support([float(f) for f in v])
        dead = unfillable_size(model, support)
        cell = library.get(library_key(v))
        assert (cell is None) == (dead is not None), (v, dead, cell)
        if cell:
            built.append(v)
            print(f"  {text(v)}: built, |S|={len(support)}, cell "
                  f"{cell[0]},{cell[1]}, atoms {cell[2]}")
        else:
            gap = distance_to_hull([float(f) for f in v], inner_corners)
            assert gap > 1e-3
            false[v] = dead
            print(f"  {text(v)}: inconstructible, |S|={len(support)}, "
                  f"no {dead}x{dead} patch, gap {gap:.4f}")
    results[name] = (vertices, built, false, volume)

F = Fraction
assert results["cross"][2].keys() == {(F(1, 3), F(0), F(2, 3)),
                                      (F(3, 7), F(4, 7), F(4, 7))}
assert results["cross"][2][(F(1, 3), F(0), F(2, 3))] == 4
assert not results["3x3"][2]
expected = {(F(0), F(0), F(0)), (F(1, 5), F(0), F(0)),
            (F(1, 4), F(0), F(1, 4)), (F(1, 4), F(0), F(1, 2)),
            (F(1, 3), F(1, 3), F(0)), (F(1, 2), F(1), F(1))}
assert set(results["3x3"][1]) == expected
assert abs(results["3x3"][3] - inner_hull.volume) < 1e-9
assert results["cross"][3] > inner_hull.volume + 1e-4

# ---- the six facet inequalities: c0 + c1*theta + c2*n2 + c3*n3 >= 0 ----
inequalities = {"n2 >= 0": (0, 0, 1, 0), "n3 >= 0": (0, 0, 0, 1),
                "n3 <= 2 theta": (0, 2, 0, -1),
                "2 n2 <= 2 theta + n3": (0, 2, -2, 1),
                "5 theta <= 1 + 2 n2 + n3": (1, -5, 2, 1),
                "4 theta <= 1 + n2": (1, -4, 1, 0)}
corners = np.array(results["3x3"][0], float)
planes = []
for label, coeff in inequalities.items():
    c = np.array(coeff, float)
    assert np.min(c[0] + cloud @ c[1:]) > -1e-12
    tight = int(np.sum(np.abs(c[0] + corners @ c[1:]) < 1e-9))
    assert tight >= 3
    planes.append(-np.append(c[1:], c[0]) / np.linalg.norm(c[1:]))
    print(f"Facet {label}: {tight} vertices on it")
hit = set()
for eq in ConvexHull(corners).equations:
    d = np.max(np.abs(np.array(planes) - eq), axis=1)
    assert np.min(d) < 1e-8
    hit.add(int(np.argmin(d)))
assert len(hit) == len(inequalities)

# ---- worked example: repulsive adlayer ----
V2, V3 = 100.0, 20.0
print(f"V2 = {V2:.0f} meV, V3 = {V3:.0f} meV")
pair_energy = cloud @ np.array([0.0, V2, V3])
current = int(np.argmin(cloud[:, 0]))
sequence, potentials = [current], []
while cloud[current, 0] < np.max(cloud[:, 0]) - 1e-12:
    ahead = np.where(cloud[:, 0] > cloud[current, 0] + 1e-12)[0]
    slope = ((pair_energy[ahead] - pair_energy[current])
             / (cloud[ahead, 0] - cloud[current, 0]))
    best = ahead[slope < slope.min() + 1e-8]
    potentials.append(float(slope.min()))
    current = int(best[np.argmax(cloud[best, 0])])
    sequence.append(current)
for i, mu in enumerate(potentials):
    t0, t1 = cloud[sequence[i], 0], cloud[sequence[i + 1], 0]
    print(f"Coverage {t0:.4f} -> {t1:.4f} at mu = {mu:.3f} meV")
assert np.allclose(potentials, [0, 5 * V3, 4 * V2 - 3 * V3, 4 * V2 + 6 * V3],
                   atol=1e-6)

middle = [(p + q) / 2 for p, q in zip(potentials, potentials[1:])]
middle.append(potentials[-1] + 100.0)
for mu in middle:
    direction = np.array([mu, -V2, -V3])
    real = -np.max(cloud @ direction)
    bound = {k: -float(direction @ m.extreme(direction)) for k, m in models.items()}
    assert abs(bound["3x3"] - real) < 1e-6
    assert bound["cross"] <= real + 1e-6
    print(f"mu = {mu:.0f} meV: omega enumerated {real:.4f}, "
          f"3x3 {bound['3x3']:.4f}, cross {bound['cross']:.4f} meV/site")
    if mu == middle[1]:
        assert bound["cross"] < real - 1.0
        wrong = models["cross"].extreme(direction)
        print(f"  cross optimum there: theta {wrong[0]:.4f}, "
              f"n2 {abs(wrong[1]):.4f}, n3 {wrong[2]:.4f}")

print("OK")
```

Output:

```
Periodic cells up to 18 sites: 142431 configurations
Distinct correlation vectors: 557
Volume of enumerated hull: 0.03402778
Vertices are (theta, n2, n3), all per site
Window cross: 17 patterns, 6 vertices, volume 0.04708995
  (0, 0, 0): built, |S|=1, cell (1, 0),(0, 1), atoms 0
  (1/5, 0, 0): built, |S|=5, cell (5, 0),(2, 1), atoms 1
  (1/3, 0, 2/3): inconstructible, |S|=3, no 4x4 patch, gap 0.1111
  (1/3, 1/3, 0): built, |S|=5, cell (3, 0),(1, 1), atoms 1
  (3/7, 4/7, 4/7): inconstructible, |S|=5, no 6x6 patch, gap 0.0286
  (1/2, 1, 1): built, |S|=2, cell (2, 0),(1, 1), atoms 1
Window 3x3: 63 patterns, 6 vertices, volume 0.03402778
  (0, 0, 0): built, |S|=1, cell (1, 0),(0, 1), atoms 0
  (1/5, 0, 0): built, |S|=9, cell (5, 0),(2, 1), atoms 1
  (1/4, 0, 1/4): built, |S|=7, cell (2, 0),(1, 2), atoms 1
  (1/4, 0, 1/2): built, |S|=4, cell (2, 0),(0, 2), atoms 1
  (1/3, 1/3, 0): built, |S|=6, cell (3, 0),(1, 1), atoms 1
  (1/2, 1, 1): built, |S|=2, cell (2, 0),(1, 1), atoms 1
Facet n2 >= 0: 4 vertices on it
Facet n3 >= 0: 3 vertices on it
Facet n3 <= 2 theta: 3 vertices on it
Facet 2 n2 <= 2 theta + n3: 3 vertices on it
Facet 5 theta <= 1 + 2 n2 + n3: 3 vertices on it
Facet 4 theta <= 1 + n2: 4 vertices on it
V2 = 100 meV, V3 = 20 meV
Coverage 0.0000 -> 0.2000 at mu = 0.000 meV
Coverage 0.2000 -> 0.2500 at mu = 100.000 meV
Coverage 0.2500 -> 0.3333 at mu = 340.000 meV
Coverage 0.3333 -> 0.5000 at mu = 520.000 meV
mu = 50 meV: omega enumerated -10.0000, 3x3 -10.0000, cross -10.0000 meV/site
mu = 220 meV: omega enumerated -50.0000, 3x3 -50.0000, cross -60.0000 meV/site
  cross optimum there: theta 0.3333, n2 0.0000, n3 0.6667
mu = 430 meV: omega enumerated -110.0000, 3x3 -110.0000, cross -130.0000 meV/site
mu = 620 meV: omega enumerated -190.0000, 3x3 -190.0000, cross -197.1429 meV/site
OK
```
